\section*{The Aharonov–Casher Phase from the Planar Dirac–Pauli Equation}

\section{What dimensions and symmetry fix}

A neutral particle with magnetic moment $\boldsymbol\mu$ moves around a straight line carrying charge $\lambda$ per unit length. Suppose that the electric field $\mathbf E$ of the line shifts the momentum, $\mathbf p\to\mathbf p-\mathbf a$, by a vector $\mathbf a$ linear in the moment and linear in the field. Rotational covariance leaves one vector bilinear in two vectors, their cross product:
\begin{equation}
\mathbf a=\kappa\,\boldsymbol\mu\times\mathbf E ,
\label{eq:symmetry}
\end{equation}
with $\kappa$ a number when $\hbar=c=1$. The discrete symmetries agree. The moment is axial and odd under time reversal, while the field is polar and even, so their cross product is polar and odd, as a momentum must be.

In Heaviside--Lorentz units with $\hbar=c=1$, charge is dimensionless, $\mu$ is a length and $\lambda$ an inverse length. The product $\mu\lambda$ is therefore dimensionless. For a moment along the line and a circle of radius $r$, the radial field $\lambda/(2\pi r)$ makes $\mathbf a$ tangent to the circle, with component $\kappa\mu\lambda/(2\pi r)$; multiplied by the circumference this gives $\kappa\mu\lambda$, and the radius drops out. The symmetry argument does not show that a shift of this kind describes the whole interaction, nor does it give $\kappa$. The wave equation settles both questions.

\section{The Dirac--Pauli Hamiltonian}

Take the metric $(+,-,-,-)$, $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$, $\beta=\gamma^0$, $\alpha_i=\gamma^0\gamma^i$ and $\mathbf p=-i\nabla$. A neutral particle of mass $m$ whose moment is described by a constant Pauli coupling obeys
\begin{equation}
\left(i\gamma^\mu\partial_\mu-m-\frac{\mu}{2}\sigma^{\mu\nu}F_{\mu\nu}\right)\psi=0 .
\label{eq:dp}
\end{equation}
Here $\mu$ without an index is the signed moment. With $A^\mu=(V,\mathbf A)$, and hence $A_i=-A^i$, the field tensor has the components
\begin{align}
F_{0i}&=\partial_tA_i-\partial_iA_0=-\partial_tA^i-\partial_iV=E_i,\\
F_{ij}&=-(\partial_iA^j-\partial_jA^i)=-\epsilon_{ijk}B_k .
\end{align}
Since $\gamma^0$ and $\gamma^i$ anticommute, $\sigma^{0i}=i\gamma^0\gamma^i=i\alpha_i$. The spatial components are $\sigma^{ij}=\epsilon_{ijk}\Sigma_k$, with $\Sigma_k$ the doubled Pauli matrices. The pairs $(0,i)$ and $(i,0)$ contribute equally, so that
\begin{equation}
\frac12\sigma^{\mu\nu}F_{\mu\nu}
=i\boldsymbol\alpha\cdot\mathbf E-\frac12\epsilon_{ijk}\epsilon_{ijl}\Sigma_kB_l
=i\boldsymbol\alpha\cdot\mathbf E-\boldsymbol\Sigma\cdot\mathbf B ,
\label{eq:pauli}
\end{equation}
where $\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$ was used. Multiply Eq.~\eqref{eq:dp} from the left by $\beta$, using $\beta\gamma^0=1$ and $\beta\gamma^i=\alpha_i$, and solve for the time derivative:
\begin{equation}
i\partial_t\psi=\left[\boldsymbol\alpha\cdot\mathbf p+\beta m
+i\mu\beta\,\boldsymbol\alpha\cdot\mathbf E
-\mu\beta\,\boldsymbol\Sigma\cdot\mathbf B\right]\psi .
\label{eq:hfull}
\end{equation}
The last term fixes the sign of $\mu$: a particle at rest with $\beta=1$ and spin along $\mathbf B$ has energy $m-\mu B$. From here on $\mathbf B=0$.

\section{Polarization as a conserved quantity}

Let the charge distribution be static and independent of $z$, so that $\mathbf E=(E_x,E_y,0)$ depends on $x$ and $y$ alone. Let the particle have no momentum along $z$, so that $\partial_z\psi=0$. The Hamiltonian becomes
\begin{equation}
H=\alpha_xp_x+\alpha_yp_y+\beta m+i\mu\beta(\alpha_xE_x+\alpha_yE_y).
\label{eq:hplanar}
\end{equation}
Consider $S=\beta\Sigma_z$. The matrix $\Sigma_z=-i\alpha_x\alpha_y$ anticommutes with $\alpha_x$ and $\alpha_y$, and so does $\beta$. Two sign changes cancel, and $S$ commutes with both. It also commutes with $\beta$, because $\Sigma_z$ does. Every matrix in Eq.~\eqref{eq:hplanar} is built from these three, hence
\begin{equation}
[H,S]=0,\qquad S^2=1,\qquad S\psi=s\psi,\quad s=\pm1 .
\label{eq:sector}
\end{equation}

For a positive-energy particle at rest, $\beta=1$ and $S=\Sigma_z$. A boost within the plane acts on the spinor through a function of $\alpha_x$ and $\alpha_y$, which commutes with $S$. The number $s$ is therefore twice the spin component along $z$ in the rest frame. This is the precise meaning of ``polarized along the line''. The matrix $\Sigma_z$ itself does not commute with $\boldsymbol\alpha\cdot\mathbf p$, so it cannot label the states of a moving particle. In a positive-energy plane wave of the sector its mean value is not $s$ but $s$ times the ratio of the mass to the energy.

Both planar assumptions are needed. The matrix $\alpha_z$ commutes with $\Sigma_z$ but anticommutes with $\beta$, so it anticommutes with $S$. A term $\alpha_zp_z$ or $i\mu\beta\alpha_zE_z$ thus connects $s=+1$ with $s=-1$. Motion along the wire can also be viewed in a frame that moves with the particle in that direction. The line is then a current, its magnetic field lies in the plane, and a transverse magnetic field turns the spin away from $z$.

\section{The minimally coupled equation}

Within a sector, multiply $\beta\Sigma_z\psi=s\psi$ by $\Sigma_z$. Because $\Sigma_z$ commutes with $\beta$ and $\Sigma_z^2=1$, this gives $\beta\psi=s\Sigma_z\psi$. The spinors $\alpha_x\psi$ and $\alpha_y\psi$ belong to the same sector, so the replacement $\beta\to s\Sigma_z$ may also be made in front of them. The products required are
\begin{align}
\Sigma_z\alpha_x&=-i\alpha_x\alpha_y\alpha_x=+i\alpha_x^2\alpha_y=i\alpha_y,\\
\Sigma_z\alpha_y&=-i\alpha_x\alpha_y^2=-i\alpha_x ,
\end{align}
and therefore
\begin{equation}
i\beta\alpha_x=is(i\alpha_y)=-s\alpha_y,\qquad
i\beta\alpha_y=is(-i\alpha_x)=s\alpha_x .
\label{eq:swap}
\end{equation}
The Pauli term turns into
\begin{equation}
i\mu\beta\,\boldsymbol\alpha\cdot\mathbf E
=s\mu(\alpha_xE_y-\alpha_yE_x)=-\boldsymbol\alpha\cdot\mathbf a,
\end{equation}
with
\begin{equation}
\mathbf a=s\mu(-E_y,E_x)=s\mu\,\hat{\mathbf z}\times\mathbf E .
\label{eq:a}
\end{equation}
The Hamiltonian in the sector is
\begin{equation}
H=\boldsymbol\alpha\cdot(\mathbf p-\mathbf a)+\beta m .
\label{eq:minimal}
\end{equation}

A particle of charge $q$ in a static vector potential obeys $(i\gamma^\mu\partial_\mu-q\gamma^\mu A_\mu-m)\psi=0$. The same multiplication by $\beta$ gives $H=\boldsymbol\alpha\cdot(\mathbf p-q\mathbf A)+\beta m$. Equation~\eqref{eq:minimal} is this Hamiltonian with $q\mathbf A$ replaced by $\mathbf a$. No expansion in velocity or field strength was made. Comparison with Eq.~\eqref{eq:symmetry} gives $\kappa=1$.

A two-component form shows the planar character. In the standard representation the sector $s=+1$ consists of $\psi=(f,0,0,g)$ and the sector $s=-1$ of $\psi=(0,f,g,0)$. In both, $\alpha_x$ exchanges $f$ and $g$, and $\beta$ gives them the signs $+$ and $-$. The matrix $\alpha_y$ sends $(f,g)$ to $(-ig,if)$ for $s=+1$ and to $(ig,-if)$ for $s=-1$. With $\boldsymbol\pi=\mathbf p-\mathbf a$,
\begin{equation}
H_s=\sigma_x\pi_x+s\sigma_y\pi_y+\sigma_zm .
\label{eq:two}
\end{equation}

\section{Where the effective magnetic field lives}

Squaring Eq.~\eqref{eq:minimal} shows what the particle feels locally. The cross terms between $\beta m$ and $\boldsymbol\alpha\cdot\boldsymbol\pi$ cancel by anticommutation. With $\alpha_x\alpha_y=i\Sigma_z$,
\begin{equation}
H^2=m^2+\pi_x^2+\pi_y^2+i\Sigma_z[\pi_x,\pi_y].
\end{equation}
The commutator is
\begin{equation}
[\pi_x,\pi_y]=-[p_x,a_y]+[p_y,a_x]
=i(\partial_xa_y-\partial_ya_x)\equiv ib .
\end{equation}
By Eq.~\eqref{eq:a} and Gauss's law, $\nabla\cdot\mathbf E=\rho$,
\begin{equation}
b=s\mu(\partial_xE_x+\partial_yE_y)=s\mu\rho .
\label{eq:b}
\end{equation}
Since $s\Sigma_z=\beta$ in the sector,
\begin{equation}
H^2=m^2+\boldsymbol\pi^2-\mu\beta\rho .
\label{eq:square}
\end{equation}
The charge density, not the electric field, plays the part of a magnetic field. Outside the charge $b=0$, although $\mathbf E$ and $\mathbf a$ do not vanish there.

For a slow particle, write the energy as $m+\varepsilon$ with $|\varepsilon|\ll m$. On the upper component, where $\beta=1$, Eq.~\eqref{eq:square} reads $(2m\varepsilon+\varepsilon^2)f=(\boldsymbol\pi^2-\mu\rho)f$. Dropping $\varepsilon^2$ leaves
\begin{equation}
H_{\rm slow}=\frac{(\mathbf p-\mathbf a)^2}{2m}-\frac{\mu\rho}{2m}.
\label{eq:slow}
\end{equation}
The part linear in $\mathbf a$ is $-\mathbf a\cdot\mathbf p/m$, because $\nabla\cdot\mathbf a=-s\mu(\nabla\times\mathbf E)_z=0$. To first order in the field, with $\mathbf v=\mathbf p/m$, it equals
\begin{equation}
-s\mu(\hat{\mathbf z}\times\mathbf E)\cdot\mathbf v
=-s\mu\,\hat{\mathbf z}\cdot(\mathbf E\times\mathbf v)
=-\boldsymbol\mu\cdot(-\mathbf v\times\mathbf E),
\end{equation}
where $\boldsymbol\mu=s\mu\hat{\mathbf z}$. This is the energy of the moment in the magnetic field $-\mathbf v\times\mathbf E$ that the moving particle meets.

The energy does not produce a force outside the charge. There $\rho=0$, and
\begin{equation}
\frac{d\pi_x}{dt}=\frac{i}{2m}[\pi_y^2,\pi_x]
=\frac{\pi_yb+b\pi_y}{2m}=0,
\end{equation}
and likewise for $\pi_y$. The term $\mathbf a^2/2m$ in Eq.~\eqref{eq:slow} is needed for this result, since it completes the square.

\section{The phase around the line}

Around a line charge, Gauss's law gives $\mathbf E=\lambda\hat{\mathbf r}/(2\pi r)$, and Eq.~\eqref{eq:a} gives
\begin{equation}
\mathbf a=\frac{s\mu\lambda}{2\pi r}\hat{\boldsymbol\phi}
=\nabla\chi,\qquad \chi=\frac{s\mu\lambda}{2\pi}\phi ,
\label{eq:chi}
\end{equation}
because $\nabla\phi=\hat{\boldsymbol\phi}/r$. The angle $\phi$ is single-valued in a simply connected region that avoids the line. In such a region let $\psi_0$ solve the free equation. Then
\begin{equation}
(\mathbf p-\mathbf a)e^{i\chi}\psi_0
=e^{i\chi}(\mathbf p+\nabla\chi-\mathbf a)\psi_0
=e^{i\chi}\mathbf p\,\psi_0 ,
\end{equation}
so $\psi=e^{i\chi}\psi_0$ solves Eq.~\eqref{eq:minimal} at any speed.

Now split a beam into two arms that pass on opposite sides of the line and meet again. Each arm is a packet confined to its own simply connected region, and each carries the factor $e^{i\chi}$ with $\chi$ continued along its path. The arm that passes counterclockwise gains, relative to the other, the phase
\begin{equation}
\Delta=\oint\mathbf a\cdot d\mathbf l
=s\mu\oint(\hat{\mathbf z}\times\mathbf E)\cdot d\mathbf l
=s\mu\oint\mathbf E\cdot(d\mathbf l\times\hat{\mathbf z})
=s\mu\lambda .
\label{eq:phase}
\end{equation}
For a counterclockwise loop, $d\mathbf l\times\hat{\mathbf z}$ is the outward normal times the length element. The last integral is therefore the electric flux through the side of a cylinder of unit height, and Gauss's law gives the enclosed charge. The shape of the loop, the speed and the mass do not enter. A loop that does not enclose the line gives zero, and $n$ counterclockwise turns give $n s\mu\lambda$.

The factor $e^{i\chi}$ cannot in general be used on the whole plane around the line, where it would make a single-valued $\psi_0$ multivalued. The exception is $\mu\lambda=2\pi n$ with integer $n$. The factor is then single-valued, and the exterior equation is equivalent to the free one. Interference accordingly determines the phase modulo $2\pi$.

If the packet overlaps the charge, two things change. Different parts of the wave enclose different amounts of charge, so there is no common phase, and the term $-\mu\beta\rho$ in Eq.~\eqref{eq:square} acts on the particle. For an ideal line this term is concentrated at $r=0$. Equation~\eqref{eq:phase} is therefore used here only for packets that stay away from the line.

\section{SI units and the dual arrangement}

In SI units $\mathbf E/c$ stands in the field tensor beside $\mathbf B$, and $\mu B$ is an energy. The Pauli term is then $i(\mu/c)\beta\boldsymbol\alpha\cdot\mathbf E$, and the kinetic term is $c\,\boldsymbol\alpha\cdot\mathbf p$. Equation~\eqref{eq:swap} gives $c\,\boldsymbol\alpha\cdot(\mathbf p-\mathbf a)$ with
\begin{equation}
\mathbf a=\frac{s\mu}{c^2}\hat{\mathbf z}\times\mathbf E,\qquad
\Delta_{\rm AC}=\frac1\hbar\oint\mathbf a\cdot d\mathbf l
=\frac{s\mu\lambda}{\varepsilon_0\hbar c^2}
=\frac{s\mu_0\mu\lambda}{\hbar}.
\label{eq:si}
\end{equation}
The flux integral supplied $\lambda/\varepsilon_0$, and $\mu_0\varepsilon_0c^2=1$.

In the Aharonov--Bohm arrangement a charge $q$ circles a long solenoid. Let the solenoid have cross-section $\mathcal A$ and surface current $K$ per unit length. Its moment per length is $M=K\mathcal A$, its interior field is $\mu_0K$, and its flux is $\Phi=\mu_0M$. Hence
\begin{equation}
\Delta_{\rm AB}=\frac q\hbar\oint\mathbf A\cdot d\mathbf l
=\frac{q\Phi}{\hbar}=\frac{\mu_0qM}{\hbar}.
\label{eq:ab}
\end{equation}
Equations~\eqref{eq:si} and \eqref{eq:ab} exchange the roles of charge and moment: a charge circles a line of moments, or a moment circles a line of charges.

The exchange can be traced to one pair. Let $\mathbf R=\mathbf r_q-\mathbf r_\mu$ point from a moment to a charge. The vector potential of the moment at the charge, and the field of the charge at the moment, give
\begin{equation}
q\mathbf A=\frac{\mu_0q}{4\pi}\frac{\boldsymbol\mu\times\mathbf R}{R^3},
\qquad
\frac{\boldsymbol\mu\times\mathbf E}{c^2}
=-\frac{\mu_0q}{4\pi}\frac{\boldsymbol\mu\times\mathbf R}{R^3}
=-q\mathbf A .
\label{eq:pair}
\end{equation}
To first order in the velocities, the interaction Lagrangian is $\mathbf v_q\cdot q\mathbf A+\mathbf v_\mu\cdot(\boldsymbol\mu\times\mathbf E)/c^2=(\mathbf v_q-\mathbf v_\mu)\cdot q\mathbf A$. It depends on the relative velocity, so it does not matter which partner circles the other.

The duality has limits. The charge outside an ideal solenoid moves where $\mathbf E$ and $\mathbf B$ both vanish, whereas the moment moves through a nonzero electric field. Its freedom from force rests on the polarization and the planar geometry. The phase $\Delta_{\rm AC}$ also changes sign with $s$, while $\Delta_{\rm AB}$ does not depend on the spin.

This sign matters for an unpolarized beam. Let $\delta$ be the phase difference of two equal arms without the line, taken to be the same for both spins, and $\Delta_+$ the value of $\Delta_{\rm AC}$ for $s=+1$. The normalized intensity for spin $s$ is $1+\cos(\delta+s\Delta_+)$, and the average over $s=\pm1$ is
\begin{equation}
\bar I=1+\cos\delta\cos\Delta_+ .
\label{eq:unpol}
\end{equation}
As long as $\cos\Delta_+>0$, the fringes do not shift. Their amplitude is multiplied by $\cos\Delta_+$, which for a small phase differs from one only in second order. Where $\cos\Delta_+$ is negative, maxima and minima change places. If a magnetic field along $z$ on one arm adds a spin-dependent phase $s\delta_B$, the amplitude becomes $\cos(\delta_B+\Delta_+)$, which near $\delta_B=\pi/2$ changes in first order with $\Delta_+$.

\section{A neutron near a charged wire}

The neutron is treated here as a point particle with a constant Pauli moment; its internal structure is left out. Exact freedom from force belongs to this model: the electric polarizability of the real neutron, about $1.2\times10^{-3}\,\mathrm{fm^3}$, gives a force some twenty times larger than the one that the term $\mathbf a^2/2m$ cancels. For the wire below and a thermal neutron its phase is of order $10^{-15}\,\mathrm{rad}$ or less, and is negligible. Its moment is $\mu=-9.662\times10^{-27}\,\mathrm{J/T}$, negative because it points against the spin. The line charge is chosen as $\lambda=1.000\times10^{-6}\,\mathrm{C/m}$. At $r=1.000\times10^{-3}\,\mathrm m$ the field and the effective momentum for $s=+1$ are
\begin{align}
E&=\frac{\lambda}{2\pi\varepsilon_0r}=1.798\times10^{7}\,\mathrm{V/m},\\
a_\phi&=\frac{\mu E}{c^2}=-1.932\times10^{-36}\,\mathrm{kg\,m/s}.
\end{align}
Multiplying $a_\phi$ by the circumference and dividing by $\hbar$ gives
\begin{equation}
\Delta_{\rm AC}=\frac{2\pi ra_\phi}{\hbar}=-1.151\times10^{-4}\,\mathrm{rad}\quad(s=+1),
\end{equation}
and $+1.151\times10^{-4}\,\mathrm{rad}$ for $s=-1$. The positive phase belongs to the moment along $+z$, which for the neutron is spin down.

The independence of the path was tested with a field summed from Coulomb's law along the wire. An off-centre ellipse around the wire, with semi-axes of 2 and 1 mm, gives $-1.151\times10^{-4}\,\mathrm{rad}$ again. An equal ellipse beside the wire gives less than $10^{-9}\,\mathrm{rad}$ in magnitude.

The phase is linear in $\lambda$, so a full turn of phase would need
\begin{equation}
|\lambda|=\frac{2\pi}{1.1514\times10^{-4}}\times10^{-6}\,\mathrm{C/m}
=5.457\times10^{-2}\,\mathrm{C/m}.
\end{equation}
The field at 1 mm would grow by the same factor, $5.457\times10^4$, to about $9.8\times10^{11}\,\mathrm{V/m}$, roughly twice the atomic unit of field, which no material wire can hold. Even the chosen field is about six times the breakdown field of air and calls for vacuum, and it is larger still at the surface of a thinner wire. With the chosen wire the effect is a small fringe shift of a polarized beam. The assumption $\mathbf B=0$ is demanding: at $2200\,\mathrm{m/s}$ the motional field $vE/c^2$ is only $4.4\times10^{-7}\,\mathrm T$, about a hundredth of the Earth's field, and a difference in stray field of similar size between arms a few millimetres long gives an equally large phase that is also odd in $s$. For an unpolarized beam, Eq.~\eqref{eq:unpol} lowers the fringe amplitude by the fraction $\Delta_+^2/2\approx6.6\times10^{-9}$.

The dual solenoid, which gives a charge $+e$ the same phase as the neutron with $s=+1$, follows from $eM=\mu\lambda$:
\begin{equation}
M=\frac{\mu\lambda}{e}=-6.031\times10^{-14}\,\mathrm{A\,m},\qquad
\Phi=\mu_0M=-7.578\times10^{-20}\,\mathrm{Wb}.
\end{equation}
The minus signs mean that its moment and flux point along $-z$. In units of $h/e$ the flux is $-1.832\times10^{-5}$, and multiplication by $2\pi$ returns $-1.151\times10^{-4}\,\mathrm{rad}$. In the numerical output this flux comes from a separate integration over the current rings of the solenoid, so the agreement of the two phases checks the field integrals on both sides of the duality. It does not test the effective momentum $\mathbf a$ itself, which rests on the derivation from the wave equation.

\section*{Computed values}
\begin{verbatim}
neutron magnetic moment mu          = -9.662365e-27 J/T
line charge lambda (chosen)         = 1.000e-06 C/m
distance from the line (chosen)     = 1.000e-03 m
electric field at that distance     = 1.79751e+07 V/m
effective momentum a_phi, s=+1      = -1.93247e-36 kg m/s
phase from formula, s=+1            = -1.151376e-04 rad
phase from formula, s=-1            = 1.151376e-04 rad
phase, ellipse around line, s=+1    = -1.151376e-04 rad
|phase|, ellipse beside line, below 1e-9 rad: True
line charge for |phase| = 2 pi      = 5.45711e-02 C/m
dual solenoid moment per length M   = -6.03077e-14 A m
dual solenoid flux Phi              = -7.57849e-20 Wb
dual flux in units of h/e           = -1.83247e-05
phase of charge +e around solenoid  = -1.151376e-04 rad
\end{verbatim}
